# Lateral heat spreading in a silicon film on oxide: verification in Python

```python
# RESULT UNDER TEST: a heated film on an oxide above a heat sink cools laterally
# as exp(-|x|/L), L = sqrt(k_s*t_s*t_o/k_o), with peak rise P*L/(2*k_s*t_s).
# k_s, t_s: film conductivity and thickness; k_o, t_o: those of the oxide;
# P: heater power per unit device width; x: lateral distance from the heater.
# The independent check is a finite-volume solution of the 2D heat equation.
# All internal quantities are in SI units.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

nm, um = 1e-9, 1e-6
k_s, t_s = 60.0, 50 * nm
k_o, t_o = 1.4, 150 * nm
P = 0.3e-3 / um
width = 10 * um
T_sink = 300.0


def solve_section(oxide=t_o, cap=0.0, R=0.0, dx=10 * nm, dy=5 * nm,
                  length=6 * um):
    """Half cross-section; the heater flux enters the film at x = 0.

    cap is the thickness of oxide above the film; R is the thermal
    resistance of the film/lower-oxide interface (m2 K/W).
    """
    n_o, n_s, n_c = [int(round(t / dy)) for t in (oxide, t_s, cap)]
    nx = int(round(length / dx))
    k = np.array([k_o] * n_o + [k_s] * n_s + [k_o] * n_c)
    ny = len(k)
    resistance = dy / (2 * k[:-1]) + dy / (2 * k[1:])
    resistance[n_o - 1] += R
    g = 1 / resistance
    diagonal_y = np.zeros(ny)
    diagonal_y[:-1] += g
    diagonal_y[1:] += g
    diagonal_y[0] += 2 * k_o / dy
    op_y = diags([-g, diagonal_y, -g], [-1, 0, 1])
    diagonal_x = np.full(nx, 2.0)
    diagonal_x[[0, -1]] = 1.0
    off = -np.ones(nx - 1)
    op_x = diags([off, diagonal_x, off], [-1, 0, 1])
    matrix = kron(diags(k * dy / dx), op_x) + kron(op_y, dx * identity(nx))
    source = np.zeros((ny, nx))
    source[n_o:n_o + n_s, 0] = P / 2 * dy / t_s
    T = spsolve(matrix.tocsc(), source.ravel()).reshape(ny, nx)
    x = (np.arange(nx) + 0.5) * dx
    film = T[n_o:n_o + n_s]
    mean = film.mean(axis=0)
    peak = mean[0] + P / (2 * t_s) * dx / (2 * k_s)
    log_T = np.interp([1.2 * um, 2.4 * um], x, np.log(mean))
    decay = 1.2 * um / (log_T[0] - log_T[1])
    sink_heat = np.cumsum(2 * k_o / dy * T[0] * dx)
    return dict(x=x, film=film, mean=mean, peak=peak, decay=decay,
                edges=x + dx / 2, sink_heat=sink_heat)


# Simple film model
L = np.sqrt(k_s * t_s * t_o / k_o)
peak = P * L / (2 * k_s * t_s)
biot = k_o * t_s / (k_s * t_o)
loss = quad(lambda x: 2 * k_o / t_o * peak * np.exp(-x / L), 0, 40 * L,
            points=[L, 5 * L])[0]
assert abs(loss / P - 1) < 1e-6

# Full cross-section and mesh convergence
fine = solve_section()
coarse = solve_section(dx=20 * nm, dy=10 * nm)
shift_L = abs(fine['decay'] / coarse['decay'] - 1)
shift_peak = abs(fine['peak'] / coarse['peak'] - 1)
assert shift_L < 0.003 and shift_peak < 0.01
assert abs(fine['sink_heat'][-1] / (P / 2) - 1) < 1e-6
# The neglected lateral oxide flow is a percent-level effect.
assert abs(fine['decay'] / L - 1) < 0.03
assert abs(fine['peak'] / peak - 1) < 0.03

# Lowest two-layer mode and its small-thickness expansion


def mode_length(oxide):
    q = brentq(lambda q: k_s * np.tan(q * t_s) * np.tan(q * oxide) - k_o,
               1.0, 0.999 * np.pi / (2 * max(oxide, t_s)))
    return 1 / q


L_mode = mode_length(t_o)
L_series = np.sqrt(L**2 + (t_s**2 + t_o**2) / 3)
assert abs(fine['decay'] / L_mode - 1) < 0.002
assert abs(L_series / L_mode - 1) < 0.001

# Scaling with a doubled oxide thickness
thick = solve_section(oxide=2 * t_o)
L_thick = np.sqrt(k_s * t_s * 2 * t_o / k_o)
assert abs(thick['decay'] / mode_length(2 * t_o) - 1) < 0.003
assert abs(thick['decay'] / L_thick - 1) < 0.05

# Temperature profile, heat loss within L, and vertical drop in the film
multiples = np.array([1, 2, 3])
profile = peak * np.exp(-multiples)
profile_2d = np.exp(np.interp(multiples * L, fine['x'],
                              np.log(fine['mean'])))
assert np.all(abs(profile_2d / profile - 1) < 0.05)
fraction = 1 - np.exp(-1)
fraction_2d = np.interp(L, fine['edges'], fine['sink_heat']) / (P / 2)
assert abs(fraction_2d - fraction) < 0.03
i_L = np.argmin(abs(fine['x'] - L))
drop = (fine['film'][-1, i_L] - fine['film'][0, i_L]) / fine['mean'][i_L]
assert 0 < drop < biot

# Interface resistance and covering oxide: rough typical inputs
R_int = 1e-8
with_R = solve_section(R=R_int)
ratio_R = with_R['decay'] / fine['decay']
assert abs(ratio_R / np.sqrt(1 + R_int * k_o / t_o) - 1) < 0.005
cap = 300 * nm
with_cap = solve_section(cap=cap)
L_cap = np.sqrt(L_series**2 + cap * t_o)
assert abs(with_cap['decay'] / L_cap - 1) < 0.02

# Substrate surface warming from the film model's heat flux
k_sub = 148.0


def substrate_rise(x0):
    def integrand(x):
        flux = P / (2 * L) * np.exp(-abs(x) / L)
        return flux * np.arcsinh(width / (2 * abs(x0 - x))) / (np.pi * k_sub)
    cuts = sorted({-25 * L, 0.0, x0, 25 * L})
    return sum(quad(integrand, a, b, limit=200)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


sub_0, sub_1, sub_3 = [substrate_rise(m * L) for m in (0.0, 1.0, 3.0)]
sub_formula = P / (np.pi * k_sub) * (np.log(width / L) + np.euler_gamma)
assert abs(sub_0 / sub_formula - 1) < 0.01

# Finite heater length
heater = 50 * nm
a = heater / (2 * L)
heater_factor = quad(lambda x: np.exp(-x / L), 0, heater / 2)[0] * 2 / heater
assert abs(heater_factor - (1 - np.exp(-a)) / a) < 1e-10

# Conductivity falling with temperature, air cooling, phonon free path
exponent = 1.3
k_hot = k_s * (T_sink / (T_sink + peak))**exponent
T_use = constants.zero_Celsius + 125
k_use = k_s * (T_sink / T_use)**exponent
L_use = L * np.sqrt(k_use / k_s)
h_air = 10.0
air_ratio = h_air / (k_o / t_o)
path_bulk = 250 * nm
path_film = path_bulk * k_s / k_sub

print(f"Film: conductivity {k_s:.0f} W/(m K), thickness {t_s/nm:.0f} nm")
print(f"Oxide: conductivity {k_o:.1f} W/(m K), thickness {t_o/nm:.0f} nm")
print(f"Heater power per width: {P*um*1e3:.2f} mW/um")
print(f"Device width: {width/um:.0f} um; sink: {T_sink:.0f} K")
print(f"Film vertical resistance t_s/k_s: {t_s/k_s:.3e} m2 K/W")
print(f"Oxide vertical resistance t_o/k_o: {t_o/k_o:.3e} m2 K/W")
print(f"Ratio of these resistances: {biot:.5f}")
print(f"L squared: {L**2/um**2:.4f} um2")
print(f"Decay length L, film model: {L/um:.4f} um")
print(f"Peak rise, film model: {peak:.2f} K")
print(f"Peak rise, 2D: {fine['peak']:.2f} K")
for m, one, two in zip(multiples, profile, profile_2d):
    print(f"Rise at {m} L: film model {one:.2f} K, 2D {two:.2f} K")
print(f"Heat lost within L: film model {fraction:.3f}, 2D {fraction_2d:.3f}")
print(f"Vertical film drop / mean rise at x=L, 2D: {drop:.5f}")
print(f"Decay length, 2D finite volumes: {fine['decay']/um:.4f} um")
print(f"Decay length, two-layer mode equation: {L_mode/um:.4f} um")
print(f"Decay length, corrected expansion: {L_series/um:.4f} um")
print(f"Two-layer mode relative to L: {100*(L_mode/L-1):+.2f} %")
print(f"Mesh shift: decay length {100*shift_L:.4f} %")
print(f"Mesh shift: peak {100*shift_peak:.4f} %")
print(f"Mesh: dx 20 to 10 nm, dy 10 to 5 nm")
print(f"Oxide {2*t_o/nm:.0f} nm: film-model L {L_thick/um:.4f} um")
print(f"Oxide {2*t_o/nm:.0f} nm: 2D L {thick['decay']/um:.4f} um")
print("Neglected effects (rough typical inputs):")
print(f"Interface resistance {R_int:.1e} m2 K/W: L {100*(ratio_R-1):+.1f} %")
print(f"Top oxide {cap/nm:.0f} nm: 2D L {with_cap['decay']/um:.4f} um")
print(f"Top oxide change of L: {100*(with_cap['decay']/fine['decay']-1):+.1f} %")
print(f"Substrate conductivity: {k_sub:.0f} W/(m K)")
print(f"Substrate surface rise at 0: {sub_0:.2f} K")
print(f"Substrate surface rise at L: {sub_1:.2f} K")
print(f"Substrate surface rise at 3 L: {sub_3:.2f} K")
print(f"Heater length {heater/nm:.0f} nm: peak factor {heater_factor:.4f}")
print(f"Silicon conductivity power-law exponent: -{exponent:.1f}")
print(f"Film conductivity at the peak: {k_hot:.1f} W/(m K)")
print(f"Local L change at the peak: {100*(np.sqrt(k_hot/k_s)-1):+.1f} %")
print(f"At {T_use:.2f} K: film conductivity {k_use:.1f} W/(m K)")
print(f"At {T_use:.2f} K: L {L_use/um:.3f} um")
print(f"Air coefficient {h_air:.0f} W/(m2 K): air/oxide loss {air_ratio:.2e}")
print(f"Bulk phonon free path input: {path_bulk/nm:.0f} nm")
print(f"Film free path scaled by conductivity: {path_film/nm:.0f} nm")
print(f"Film free path / L: {path_film/L:.2f}")
print("success")
```

Running it gives:

```
Film: conductivity 60 W/(m K), thickness 50 nm
Oxide: conductivity 1.4 W/(m K), thickness 150 nm
Heater power per width: 0.30 mW/um
Device width: 10 um; sink: 300 K
Film vertical resistance t_s/k_s: 8.333e-10 m2 K/W
Oxide vertical resistance t_o/k_o: 1.071e-07 m2 K/W
Ratio of these resistances: 0.00778
L squared: 0.3214 um2
Decay length L, film model: 0.5669 um
Peak rise, film model: 28.35 K
Peak rise, 2D: 28.10 K
Rise at 1 L: film model 10.43 K, 2D 10.45 K
Rise at 2 L: film model 3.84 K, 2D 3.90 K
Rise at 3 L: film model 1.41 K, 2D 1.45 K
Heat lost within L: film model 0.632, 2D 0.623
Vertical film drop / mean rise at x=L, 2D: 0.00341
Decay length, 2D finite volumes: 0.5743 um
Decay length, two-layer mode equation: 0.5743 um
Decay length, corrected expansion: 0.5742 um
Two-layer mode relative to L: +1.29 %
Mesh shift: decay length 0.0047 %
Mesh shift: peak 0.0211 %
Mesh: dx 20 to 10 nm, dy 10 to 5 nm
Oxide 300 nm: film-model L 0.8018 um
Oxide 300 nm: 2D L 0.8210 um
Neglected effects (rough typical inputs):
Interface resistance 1.0e-08 m2 K/W: L +4.4 %
Top oxide 300 nm: 2D L 0.6155 um
Top oxide change of L: +7.2 %
Substrate conductivity: 148 W/(m K)
Substrate surface rise at 0: 2.23 K
Substrate surface rise at L: 1.89 K
Substrate surface rise at 3 L: 1.24 K
Heater length 50 nm: peak factor 0.9783
Silicon conductivity power-law exponent: -1.3
Film conductivity at the peak: 53.4 W/(m K)
Local L change at the peak: -5.7 %
At 398.15 K: film conductivity 41.5 W/(m K)
At 398.15 K: L 0.472 um
Air coefficient 10 W/(m2 K): air/oxide loss 1.07e-06
Bulk phonon free path input: 250 nm
Film free path scaled by conductivity: 101 nm
Film free path / L: 0.18
success
```
